# Why exact exchange trades fractional-charge error for fractional-spin error in hydrogen

**Q.** I measure whole atoms. What does half an electron, or an electron with half of each spin, have to do with hydrogen?

**A.** Both describe an atom that is part of something larger. Put two protons very far apart and give them one electron in a symmetric orbital. Each site then holds half an electron. Put two electrons there in a spin singlet instead, and each site holds one electron that is half up and half down.

Let $f_\uparrow$ and $f_\downarrow$ be the average numbers of up and down electrons on one atom, with $f_\uparrow+f_\downarrow\le 1$. Such an atom is a statistical mixture: a bare proton with weight $1-f_\uparrow-f_\downarrow$, an up-spin atom with weight $f_\uparrow$, and a down-spin atom with weight $f_\downarrow$. The proton has zero electronic energy, and without a magnetic field both atoms have the same energy $E_{\rm H}$. The mixture therefore has

$$E_{\rm exact}(f_\uparrow,f_\downarrow)=(f_\uparrow+f_\downarrow)E_{\rm H}.$$

Admitting some H⁻ would not lower this energy, because removing an electron from hydrogen costs more than attaching one returns. The formula is linear in both occupations, so it is one face of the "flat plane". Two of its points are

$$E_{\rm exact}(\tfrac12,0)=\tfrac12E_{\rm H},\qquad E_{\rm exact}(\tfrac12,\tfrac12)=E_{\rm H}.$$

**Q.** How do you turn those two conditions into errors that I can compare?

**A.** I measure each midpoint against the approximate functional's own whole atom:

$$\Delta_c=E(\tfrac12,0)-\tfrac12E(1,0),\qquad \Delta_s=E(\tfrac12,\tfrac12)-E(1,0).$$

The first is the fractional-charge error and the second the fractional-spin error. Both should vanish. This choice separates them from the error of the whole atom itself, which in the calculations below is at most 0.06 eV when the orbital relaxes and about 0.075 eV when it is held at the exact 1s form. Both errors are taken at midpoints, so they do not map the whole plane.

**Q.** Which functional are we discussing?

**A.** A global hybrid with mixing fraction $a$:

$$E_{xc}=aE_x^{\rm exact}+(1-a)E_x^{\rm B88}+E_c^{\rm LYP}.$$

Here $a=0$ is BLYP, $a=0.25$ is B1LYP and $a=0.5$ is BHandHLYP. I use atomic units in the algebra. Both spins share one normalized real orbital $\phi$, so the spin densities are $f_\uparrow\phi^2$ and $f_\downarrow\phi^2$. I first hold $\phi$ fixed and let it relax later.

Define the one-electron energy $h$ and the self-repulsion integral $J$ by

$$h=\langle\phi|-\tfrac12\nabla^2-\tfrac1r|\phi\rangle,\qquad
J=\iint\frac{\phi^2(\mathbf r)\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

The Hartree energy is the classical repulsion of the total density. Exact exchange acts within each spin channel:

$$E_{\rm Hartree}=\tfrac12(f_\uparrow+f_\downarrow)^2J,\qquad
E_x^{\rm exact}=-\tfrac12(f_\uparrow^2+f_\downarrow^2)J.$$

B88 exchange also separates by spin, so it equals $e(f_\uparrow)+e(f_\downarrow)$. With $\rho=f\phi^2$ and $x=|\nabla\rho|/\rho^{4/3}$,

$$e(f)=-\int\rho^{4/3}\left[\tfrac32\left(\tfrac{3}{4\pi}\right)^{1/3}+\frac{\beta x^2}{1+6\beta x\,\sinh^{-1}x}\right]d\mathbf r,\qquad \beta=0.0042.$$

LYP correlation vanishes if one spin is absent, which the numerical check confirms for the densities used here.

**Q.** Then what does exact exchange do to half an electron?

**A.** Set $f_\downarrow=0$ and add the terms:

$$\begin{aligned}
E(f,0)&=fh+\tfrac12f^2J-\tfrac a2f^2J+(1-a)e(f)\\
&=fh+(1-a)\left[\tfrac12f^2J+e(f)\right].
\end{aligned}$$

The term $fh$ is linear and cancels in $\Delta_c$. What remains is

$$\begin{aligned}
\Delta_c&=(1-a)\left[\tfrac18J+e(\tfrac12)-\tfrac14J-\tfrac12e(1)\right]\\
&=-(1-a)d,\\
d&=\tfrac18J-\left[e(\tfrac12)-\tfrac12e(1)\right].
\end{aligned}$$

At $a=1$ exact exchange cancels the electron's repulsion of itself for every $f$, and the line becomes straight. At smaller $a$ a fraction $1-a$ of the midpoint error survives.

**Q.** Is $d$ positive, and how large is it?

**A.** For the exact hydrogen orbital, $\phi^2=e^{-2r}/\pi$. The charge inside radius $r$ is $Q(r)=1-e^{-2r}(1+2r+2r^2)$. Counting each pair of shells once, with the inner charge acting as if at the centre, and then doubling gives

$$\begin{aligned}
J&=2\int_0^\infty4\pi r^2\,\phi^2\,\frac{Q(r)}r\,dr
=8\int_0^\infty re^{-2r}Q(r)\,dr\\
&=8\left(\tfrac14-\tfrac1{16}-\tfrac1{16}-\tfrac3{64}\right)=\tfrac58.
\end{aligned}$$

This is 17.007 eV. The B88 values are $e(1)=-8.429$ eV and $e(\tfrac12)=-3.522$ eV, so

$$d=\frac{17.007}{8}-\left(-3.522+\frac{8.429}{2}\right)=1.433\ \text{eV}.$$

The sign comes from how exchange responds when a channel is half emptied. Exact exchange varies as $f^2$ and keeps one quarter of its value. B88 keeps about 42 percent, as if it varied as $f^{1.26}$ between these two points. It is nearly right for the whole electron, where the exact value is $-J/2=-8.504$ eV, but too negative for half an electron. The midpoint therefore lies too low, and $\Delta_c$ is negative for $a<1$.

**Q.** So exact exchange repairs the atom. Why should the half-up, half-down atom object?

**A.** Because it contains a repulsion that exchange cannot reach. Expand the Hartree energy:

$$\tfrac12(f_\uparrow+f_\downarrow)^2J=\tfrac12f_\uparrow^2J+\tfrac12f_\downarrow^2J+f_\uparrow f_\downarrow J.$$

The first two terms belong to the separate spin channels. Both kinds of exchange separate in the same way. Only the last Hartree term and correlation connect the spins, so at fixed $\phi$

$$E(f_\uparrow,f_\downarrow)=E(f_\uparrow,0)+E(0,f_\downarrow)+f_\uparrow f_\downarrow J+E_c(f_\uparrow,f_\downarrow).$$

Put both occupations equal to one half. Spin symmetry gives $E(0,\tfrac12)=E(\tfrac12,0)$. Subtract $E(1,0)$ and use $2\Delta_c=2E(\tfrac12,0)-E(1,0)$:

$$\Delta_s=2\Delta_c+X,\qquad X=\tfrac14J+E_c(\tfrac12,\tfrac12).$$

At fixed $\phi$, $X$ does not contain $a$. Inserting $\Delta_c=-(1-a)d$ gives

$$\Delta_s(a)=X-2(1-a)d.$$

This is the trade-off. Replacing B88 by exact exchange raises the energy of a half-filled channel relative to half of a full one. The fractional-charge point has one such channel and is too low, so the rise helps. The fractional-spin point has two and is already too high, so the rise hurts, at twice the rate.

**Q.** Already too high, even with no exact exchange?

**A.** Yes, for this functional. On the fixed hydrogen orbital LYP supplies $-0.370$ eV, so

$$X=\frac{17.007}{4}-0.370=3.882\ \text{eV}.$$

At $a=0$ this gives $\Delta_s=3.882-2(1.433)=1.016$ eV. The excessive B88 exchange in the two half-filled channels hides most of the missing opposite-spin correlation. Exact exchange removes that compensation, and at $a=1$ the full 3.88 eV is exposed.

**Q.** Real calculations let the orbital adjust. What does the map look like then?

**A.** The following values minimize the energy separately at each pair of occupations, with a spherical orbital shared by both spins.

| $a$ | $\Delta_c$ (eV) | $\Delta_s$ (eV) |
|---:|---:|---:|
| 0.00 | −1.50 | 0.96 |
| 0.10 | −1.34 | 1.23 |
| 0.25 | −1.11 | 1.62 |
| 0.50 | −0.73 | 2.27 |
| 0.70 | −0.44 | 2.78 |
| 1.00 | 0.00 | 3.52 |

At the twelve mixing fractions calculated, $|\Delta_c|$ falls and $\Delta_s$ rises at every step. The fixed-orbital formulas give the same picture. Their largest departure is at $a=1$, where relaxation lowers $\Delta_s$ from 3.88 to 3.52 eV.

**Q.** Does your sum rule survive relaxation?

**A.** It becomes a pair of bounds. Let $\phi_s$ minimize the energy at $(\tfrac12,\tfrac12)$ and $\phi_c$ minimize it at $(\tfrac12,0)$. For any trial orbital,

$$E[\tfrac12,\tfrac12;\phi]=2E[\tfrac12,0;\phi]+X[\phi].$$

First choose $\phi=\phi_s$. The left side is then the minimum $E(\tfrac12,\tfrac12)$, while $E[\tfrac12,0;\phi_s]$ cannot lie below its own minimum. This gives a lower bound. Next choose $\phi=\phi_c$. The right side now contains the minimum $E(\tfrac12,0)$, while the left side cannot lie below $E(\tfrac12,\tfrac12)$. This gives an upper bound. Subtracting $E(1,0)$ from both results,

$$X[\phi_s]\le\Delta_s-2\Delta_c\le X[\phi_c].$$

At $a=0$ the middle quantity is 3.95 eV, between 3.58 and 4.32 eV. At $a=1$ it is 3.52 eV, between 3.16 and 3.88 eV. It drifts by about 0.43 eV over the whole range, so the fixed-orbital constant is a fair guide but no longer a constant.

The slopes can be found without following the orbital. At a minimum, a small orbital change does not alter the energy to first order, so only the explicit $a$ matters:

$$\frac{dE}{da}=D,\qquad D=E_x^{\rm exact}-E_x^{\rm B88}.$$

Therefore

$$\frac{d\Delta_c}{da}=D(\tfrac12,0)-\tfrac12D(1,0),\qquad
\frac{d\Delta_s}{da}=D(\tfrac12,\tfrac12)-D(1,0),$$

with each $D$ evaluated on its own relaxed orbital. At $a=0.5$ the slopes are 1.50 and 2.56 eV per unit of $a$. Their ratio is about 1.7 instead of 2, because the two half-filled states no longer share the same orbital.

**Q.** Could I choose a mixing fraction that makes both errors small?

**A.** You can make them equal, but not both small. At fixed $\phi$,

$$X=\Delta_s-2\Delta_c\le|\Delta_s|+2|\Delta_c|\le3\max(|\Delta_s|,|\Delta_c|).$$

The larger error is thus at least $X/3=1.29$ eV. Equality requires $\Delta_s=-\Delta_c$, so

$$X-2(1-a^*)d=(1-a^*)d,$$

$$a^*=1-\frac{X}{3d}=1-\frac{3.882}{3(1.433)}=0.097.$$

With relaxed orbitals the errors become equal at $a=0.13$, where each is 1.30 eV in size. This is no recommendation for a general hybrid: it gives equal weight to two errors of one atom, and another weighting would move the answer.

**Q.** If exact exchange is exact, why is the pure exact-exchange end so poor for spin?

**A.** It is exact exchange, not exact exchange and correlation. In the true mixture the atom is sometimes up and sometimes down, but it never contains both electrons. The Hartree term nevertheless charges $f_\uparrow f_\downarrow J=J/4$ for an encounter between them.

The exact density at $(\tfrac12,\tfrac12)$ is still the hydrogen 1s density, and $h$ alone already gives $E_{\rm H}$. All interaction terms must therefore add to zero:

$$\tfrac12J-\tfrac14J+E_c(\tfrac12,\tfrac12)=0,
\qquad E_c(\tfrac12,\tfrac12)=-\tfrac14J.$$

The required correlation energy is $-4.25$ eV. LYP gives $-0.37$ eV, about 9 percent of it. At fixed $\phi$, changing $a$ does not change this correlation energy. Lowering $a$ only brings in excess B88 exchange, which offsets part of the gap at the price of the fractional-charge error. Since $\Delta_s-2\Delta_c=X$, both errors vanish together only if $X=0$. Starting from $a=1$, where the one-spin atom is already right, a cure must add strong opposite-spin correlation here while leaving the one-spin atom alone.

**Q.** Can you check that end without relying on B88 or LYP?

**A.** Remove correlation and set $a=1$. The Hartree and exchange terms leave $\tfrac12J-\tfrac14J=\tfrac14J$. Write $\phi(\mathbf r)=\lambda^{3/2}\chi(\lambda\mathbf r)$ with $\lambda=\tfrac12$. Kinetic energy scales as $\lambda^2$, while nuclear attraction and repulsion scale as $\lambda$. If $T$, $V$ and $J_\chi$ are the expectation values of $-\tfrac12\nabla^2$ and $-1/r$ and the self-repulsion for $\chi$, then

$$E(\tfrac12,\tfrac12)=\tfrac14T+\tfrac12V+\tfrac18J_\chi
=\tfrac18(2T+4V+J_\chi).$$

The last bracket is the restricted Hartree–Fock energy of helium: two electrons, nuclear charge 2, and one opposite-spin repulsion. Minimizing both sides gives

$$E_{\rm HF}(\tfrac12,\tfrac12)=\tfrac18E_{\rm HF}({\rm He})
=\frac{-77.870}{8}=-9.734\ \text{eV}.$$

This lies 3.87 eV above the whole hydrogen atom. A separate helium calculation tests the relation.

**Q.** Where would I meet these errors in a molecule?

**A.** In stretched bonds. Keep the symmetric orbital and let the atoms stop overlapping at separation $R$. Each atom contributes its fractional energy, and the remaining terms are electrostatic.

For H₂⁺, proton repulsion gives $1/R$. Each half-electron is attracted to the other proton, for a total of $-1/R$. The two half-electrons repel by $1/(4R)$, and exact exchange cancels a fraction $a$ of that. Hence

$$E({\rm H}_2^+)\to2E(\tfrac12,0)+\frac{1-a}{4R}.$$

For H₂ with both electrons in the symmetric orbital, the proton, attraction and Hartree terms are $1/R-2/R+1/R=0$. Exact exchange between the sites gives $-1/(4R)$ for each spin, so

$$E({\rm H}_2)\to2E(\tfrac12,\tfrac12)-\frac{a}{2R}.$$

At 10 angstrom, BLYP puts H₂⁺ 2.63 eV below a separate hydrogen atom and proton. The parts are $2(-1.496)+0.360=-2.632$ eV. BHandHLYP reduces this false binding to 1.28 eV. For H₂ the failure moves the other way: the energy above two separate atoms grows from 1.92 eV with BLYP to 4.18 eV with BHandHLYP. Direct molecular calculations agree with both formulas.

If the two spins in H₂ may use different orbitals, one electron can sit on each atom. The energy then tends to $2E(1,0)$ and avoids $\Delta_s$, but the spin density is no longer that of a singlet.

**Q.** May I carry the rule to any atom?

**A.** Not from this argument. It used a single shared orbital and at most one electron per atom. It does not cover the addition of a second electron to make H⁻, or atoms with other electrons that can relax. The numerical balance point also belongs to B88 exchange with LYP correlation. What carries over within the one-orbital model is the division of labour: same-spin exchange can cancel same-spin self-repulsion, while the repulsion between fractional opposite spins has to be cancelled by correlation if both errors are to vanish together.

## Computed results

```
Fixed exact 1s density
J = 17.0071 eV; J/4 = 4.2518 eV
B88 exchange, one spin channel, f=1: -8.4289 eV
B88 exchange, one spin channel, f=1/2: -3.5215 eV
effective power of f in B88 exchange: 1.2592
d = -D_c at a=0: 1.4329 eV
LYP correlation at (1/2,1/2): -0.3703 eV
correlation needed at (1/2,1/2): -4.2518 eV
X = J/4 + E_c(1/2,1/2): 3.8815 eV
balance point a*: 0.0971; size of each error: 1.2938 eV
Errors in eV: a, D_c and D_s relaxed, D_c and D_s fixed 1s
0.00  -1.4961   0.9606  -1.4329   1.0157
0.10  -1.3409   1.2274  -1.2896   1.3023
0.20  -1.1869   1.4917  -1.1463   1.5888
0.25  -1.1104   1.6230  -1.0747   1.7321
0.30  -1.0342   1.7536  -1.0030   1.8754
0.40  -0.8826   2.0131  -0.8597   2.1620
0.50  -0.7324   2.2701  -0.7165   2.4486
0.60  -0.5834   2.5247  -0.5732   2.7352
0.70  -0.4356   2.7767  -0.4299   3.0218
0.80  -0.2891   3.0263  -0.2866   3.3083
0.90  -0.1439   3.2734  -0.1433   3.5949
1.00  -0.0000   3.5179  -0.0000   3.8815
In eV: a, E(1,0)-exact, lower bound, D_s-2D_c, upper bound
0.00   0.0568   3.5848   3.9528   4.3236
0.10   0.0529   3.5419   3.9092   4.2793
0.20   0.0486   3.4991   3.8655   4.2350
0.25   0.0462   3.4777   3.8437   4.2129
0.30   0.0438   3.4564   3.8219   4.1907
0.40   0.0387   3.4136   3.7784   4.1465
0.50   0.0331   3.3710   3.7349   4.1022
0.60   0.0272   3.3284   3.6914   4.0580
0.70   0.0209   3.2858   3.6480   4.0139
0.80   0.0143   3.2433   3.6046   3.9697
0.90   0.0073   3.2009   3.5612   3.9256
1.00   0.0000   3.1585   3.5179   3.8815
relaxed slopes at a=0.5: dD_c/da = 1.4964 eV, dD_s/da = 2.5578 eV
relaxed balance point a: 0.1271; size of each error: 1.2991 eV
Hartree-Fock helium energy: -77.8702 eV
Hartree-Fock E(1/2,1/2) of H: -9.7338 eV; D_s: 3.8719 eV
Stretched molecules at R = 10.0 angstrom, energies in eV
relative to separate integer atoms: computed, predicted
a=0.00 H2+: -2.6322, -2.6322; H2: 1.9213, 1.9212
a=0.50 H2+: -1.2847, -1.2848; H2: 4.1803, 4.1803
```
